# Potential alignment as a difference of second radial moments: test program

```python
# Result under test (atomic units, cubic cell of side L, volume L^3, G=0 dropped):
# the far plateau C of V_per[true charge] - V_per[model charge] equals
#   C = 2 pi (Q_true - Q_model) / (3 eps L^3),   Q = integral of r^2 rho,
# and E_iso - E_per of the true charge equals E_lat[model] - q C, where
# E_lat[model] = E_iso - E_per of the model charge. q: total charge,
# eps: dielectric constant. Potentials are those felt by a positive test charge.
# Also tested: non-spherical charges, displaced charges, and screening that
# depends on wave vector, for which the energy identity fails.
import numpy as np
from scipy.integrate import quad, cumulative_trapezoid
from scipy.special import erfc
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
pi = np.pi
q, eps, L0 = 2.0, 10.0, 20.0
decay, width = 0.7, 1.0          # bohr: exponential true charge, Gaussian model
KMAX = 14.0                      # 1/bohr, half edge of the reciprocal cube


# ---------- real-space side: radial densities, moments, isolated energies ----
r = np.linspace(0.0, 40.0, 400001)


def integrate(y):
    return np.sum((y[1:] + y[:-1]) * np.diff(r)) / 2


def exp_density(b):
    return q * np.exp(-r / b) / (8 * pi * b**3)


def gauss_density(s):
    return q * np.exp(-r**2 / (2 * s**2)) / (2 * pi * s**2) ** 1.5


def second_moment(rho):
    return integrate(4 * pi * r**4 * rho)


def isolated_potential(rho):
    inner = cumulative_trapezoid(4 * pi * r**2 * rho, r, initial=0)
    outer = cumulative_trapezoid(4 * pi * r * rho, r, initial=0)
    inner_over_r = np.zeros_like(r)
    inner_over_r[1:] = inner[1:] / r[1:]
    return (inner_over_r + outer[-1] - outer) / eps


def isolated_energy(rho):
    return 0.5 * integrate(4 * pi * r**2 * rho * isolated_potential(rho))


# ---------- periodic side: explicit reciprocal-lattice sums -----------------
def kgrid(L, kmax=KMAX):
    n = int(np.ceil(kmax * L / (2 * pi)))
    k = np.arange(-n, n + 1) * 2 * pi / L
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij", sparse=True)
    k2 = kx**2 + ky**2 + kz**2
    k2[n, n, n] = np.inf         # removes the G=0 term
    return kx, ky, kz, k2


def exp_form(b):
    return lambda kx, ky, kz, k2: q / (1 + b**2 * k2) ** 2


def gauss_form(s):
    return lambda kx, ky, kz, k2: q * np.exp(-k2 * s**2 / 2)


def constant_screening(k2):
    return 1 / eps


def periodic_energy(form, L, screening=constant_screening, kmax=KMAX):
    g = kgrid(L, kmax)
    return 2 * pi / L**3 * np.sum(form(*g) ** 2 * screening(g[3]) / g[3])


def periodic_potential(form, L, point, screening=constant_screening, kmax=KMAX):
    g = kgrid(L, kmax)
    phase = np.cos(g[0] * point[0] + g[1] * point[1] + g[2] * point[2])
    return 4 * pi / L**3 * np.sum(form(*g) * screening(g[3]) * phase / g[3])


def corner(L):
    return np.array([L / 2, L / 2, L / 2])


def madelung():
    # minus the constant term of the unit-cell Green function, by Ewald summation
    eta = 2.0
    n = np.arange(-6, 7)
    x, y, z = np.meshgrid(n, n, n, indexing="ij")
    n2 = (x**2 + y**2 + z**2).ravel().astype(float)
    n2 = n2[n2 > 0]
    direct = np.sum(erfc(eta * np.sqrt(n2)) / np.sqrt(n2))
    g2 = 4 * pi**2 * n2
    recip = 4 * pi * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    return -(direct + recip - pi / eta**2 - 2 * eta / np.sqrt(pi))


alpha = madelung()


def moment_term(Q, L):
    return 2 * pi * Q / (3 * eps * L**3)


def show(label, value, unit, fmt=".6f"):
    print(f"{label} = {value:{fmt}} {unit}".rstrip())


# ---------- moments and the energy expansion --------------------------------
rho_true, rho_model = exp_density(decay), gauss_density(width)
Q_true, Q_model = second_moment(rho_true), second_moment(rho_model)
dQ = Q_true - Q_model
true_form, model_form = exp_form(decay), gauss_form(width)
E_iso_true, E_iso_model = isolated_energy(rho_true), isolated_energy(rho_model)
E_per_true = periodic_energy(true_form, L0)
E_per_model = periodic_energy(model_form, L0)
exact_correction = E_iso_true - E_per_true
E_lat = E_iso_model - E_per_model
point_term = alpha * q**2 / (2 * eps * L0)
for correction, Q in ((exact_correction, Q_true), (E_lat, Q_model)):
    third_order = q * moment_term(Q, L0)
    assert abs(point_term - correction - third_order) < 1e-3 * third_order

# ---------- integral of the short-range potential and the plateau -----------
V_short = isolated_potential(rho_true - rho_model)
V_integral = integrate(4 * pi * r**2 * V_short)
assert abs(V_integral + 2 * pi * dQ / (3 * eps)) < 1e-4 * abs(V_integral)


def plateau(L, point):
    return (periodic_potential(true_form, L, point)
            - periodic_potential(model_form, L, point))


C = plateau(L0, corner(L0))
C_face = plateau(L0, (L0 / 2, 0, 0))
assert abs(C - moment_term(dQ, L0)) < 1e-3 * abs(C)
assert abs(C_face - C) < 1e-2 * abs(C)
for L in (16.0, 24.0):
    predicted = moment_term(dQ, L)
    assert abs(plateau(L, corner(L)) - predicted) < 2e-3 * abs(predicted)

# the two halves of q C in the energy: shifted potential, changed weighting
V_model_iso = isolated_potential(rho_model)
half_shift = q * C / 2
half_weight = (-exact_correction + E_lat) - half_shift
assert abs(half_weight - half_shift) < 2e-3 * abs(half_shift)

print("Input: q = %.1f e, eps = %.1f, L = %.1f bohr" % (q, eps, L0))
print("Input: decay length = %.2f bohr, model width = %.2f bohr" % (decay, width))
show("Madelung constant alpha", alpha, "(dimensionless)")
show("Second moment, true charge", Q_true, "e bohr^2", ".4f")
show("Second moment, model charge", Q_model, "e bohr^2", ".4f")
show("Difference of second moments", dQ, "e bohr^2", ".4f")
show("Integral of short-range potential", V_integral, "hartree bohr^3/e", ".5f")
show("Plateau C at corner, from sum", C * 1e3, "mhartree/e")
show("Plateau C from moment formula", moment_term(dQ, L0) * 1e3, "mhartree/e")
show("Potential difference at face centre", C_face * 1e3, "mhartree/e")
show("Isolated energy, true charge", E_iso_true * 1e3, "mhartree", ".5f")
show("Periodic energy, true charge", E_per_true * 1e3, "mhartree", ".5f")
show("Point-charge term alpha q^2/(2 eps L)", point_term * 1e3, "mhartree", ".5f")
show("Full third-order term, true charge",
     -q * moment_term(Q_true, L0) * 1e3, "mhartree", ".5f")
show("Model lattice correction E_lat", E_lat * 1e3, "mhartree", ".5f")
show("Alignment term -qC", -q * C * 1e3, "mhartree", ".5f")
show("Sum E_lat - qC", (E_lat - q * C) * 1e3, "mhartree", ".5f")
show("Direct E_iso - E_per", exact_correction * 1e3, "mhartree", ".5f")
show("Alignment term -qC", -q * C * HARTREE_EV, "eV", ".5f")
show("Direct E_iso - E_per", exact_correction * HARTREE_EV, "eV", ".5f")

# ---------- independence of the model width ---------------------------------
for s in (0.6, 1.0, 1.6):
    lat = isolated_energy(gauss_density(s)) - periodic_energy(gauss_form(s), L0)
    align = -q * (periodic_potential(true_form, L0, corner(L0))
                  - periodic_potential(gauss_form(s), L0, corner(L0)))
    assert abs(lat + align - exact_correction) < 5e-7
    print("Width %.1f bohr: E_lat = %.5f, -qC = %.5f, sum = %.5f mhartree"
          % (s, lat * 1e3, align * 1e3, (lat + align) * 1e3))

# ---------- anisotropic charge: where to sample, and the remainder ----------
s_xy, s_z = 1.2, 1.6
Q_aniso = q * (2 * s_xy**2 + s_z**2)


def aniso_form(kx, ky, kz, k2):
    return q * np.exp(-((kx**2 + ky**2) * s_xy**2 + kz**2 * s_z**2) / 2)


E_iso_aniso = q**2 / (pi * eps) * quad(
    lambda mu: np.sqrt(pi) / (2 * np.sqrt(s_xy**2 * (1 - mu**2) + s_z**2 * mu**2)),
    0, 1, epsabs=1e-13)[0]


def aniso_difference(L, point):
    return (periodic_potential(aniso_form, L, point, kmax=8.0)
            - periodic_potential(model_form, L, point, kmax=8.0))


def aniso_data(L):
    C_formula = moment_term(Q_aniso - Q_model, L)
    at_corner = aniso_difference(L, corner(L))
    face_x = aniso_difference(L, (L / 2, 0, 0))
    face_z = aniso_difference(L, (0, 0, L / 2))
    average = (2 * face_x + face_z) / 3
    energy_rest = (periodic_energy(aniso_form, L, kmax=8.0) - E_iso_aniso
                   + alpha * q**2 / (2 * eps * L) - q * moment_term(Q_aniso, L))
    return C_formula, at_corner, face_x, face_z, average, energy_rest


def exponent(small_cell, large_cell):
    return np.log(abs(small_cell / large_cell)) / np.log(36.0 / 24.0)


a, b = aniso_data(24.0), aniso_data(36.0)
p_corner = exponent(a[1] - a[0], b[1] - b[0])
p_faces = exponent(a[3] - a[2], b[3] - b[2])
p_average = exponent(a[4] - a[0], b[4] - b[0])
p_energy = exponent(a[5], b[5])
assert abs(p_faces - 3) < 0.2
assert max(abs(p - 5) for p in (p_corner, p_average, p_energy)) < 0.25
print("Anisotropic Gaussian: widths %.1f, %.1f, %.1f bohr; L = 24 bohr"
      % (s_xy, s_xy, s_z))
for label, value in zip(("moment formula", "corner", "face centre x",
                         "face centre z", "average of three faces"), a[:5]):
    show("Anisotropic, " + label, value * 1e3, "mhartree/e")
show("Anisotropic, energy remainder", a[5] * 1e3, "mhartree")
print("Decay exponents in 1/L, cells of 24 and 36 bohr:")
print("  corner error %.3f, face spread %.3f, average error %.3f, energy %.3f"
      % (p_corner, p_faces, p_average, p_energy))

# ---------- true charge displaced from the model centre ---------------------
shift = 1.0
V_shifted = periodic_potential(true_form, L0, corner(L0) - np.array([shift, 0, 0]))
extra = V_shifted - periodic_potential(true_form, L0, corner(L0))
extra_formula = moment_term(q * shift**2, L0)
assert abs(extra - extra_formula) < 0.03 * extra_formula
show("Displacement of true charge", shift, "bohr", ".1f")
show("Spurious plateau, from sum", extra * 1e3, "mhartree/e")
show("Spurious plateau, from formula", extra_formula * 1e3, "mhartree/e")

# ---------- screening that depends on wave vector ---------------------------
kappa = 1.5                      # 1/bohr
beta = (1 - 1 / eps) / kappa**2  # coefficient of k^2 in 1/eps(k)


def dispersive_screening(k2):
    return 1 - (1 - 1 / eps) * kappa**2 / (k2 + kappa**2)


E_iso_disp = quad(lambda k: (q / (1 + decay**2 * k**2) ** 2) ** 2
                  * dispersive_screening(k**2) / pi, 0, np.inf, epsabs=1e-12)[0]
correction_disp = E_iso_disp - periodic_energy(true_form, L0, dispersive_screening)
C_disp = (periodic_potential(true_form, L0, corner(L0), dispersive_screening)
          - periodic_potential(model_form, L0, corner(L0)))
Q_eff = Q_true - 6 * eps * beta * q
scheme_disp = E_lat - q * C_disp
overshoot = scheme_disp - correction_disp
overshoot_formula = 2 * pi * beta * q**2 / L0**3
energy_formula = point_term - q * moment_term((Q_true + Q_eff) / 2, L0)
assert abs(C_disp - moment_term(Q_eff - Q_model, L0)) < 2e-3 * abs(C_disp)
assert abs(correction_disp - energy_formula) < 2e-3 * overshoot_formula
assert abs(overshoot - overshoot_formula) < 2e-3 * overshoot_formula
show("Dispersive screening, kappa", kappa, "1/bohr", ".2f")
show("Dispersive screening, beta", beta, "bohr^2", ".4f")
show("Effective second moment", Q_eff, "e bohr^2", ".4f")
show("Dispersive plateau C", C_disp * 1e3, "mhartree/e")
show("Dispersive direct E_iso - E_per", correction_disp * 1e3, "mhartree", ".5f")
show("Dispersive E_lat - qC", scheme_disp * 1e3, "mhartree", ".5f")
show("Overshoot of the scheme", overshoot * 1e3, "mhartree", ".5f")
show("Overshoot from formula", overshoot_formula * 1e3, "mhartree", ".5f")
show("Overshoot of the scheme", overshoot * HARTREE_EV, "eV", ".5f")

print("success")
```

Running it gives:

```
Input: q = 2.0 e, eps = 10.0, L = 20.0 bohr
Input: decay length = 0.70 bohr, model width = 1.00 bohr
Madelung constant alpha = 2.837297 (dimensionless)
Second moment, true charge = 11.7600 e bohr^2
Second moment, model charge = 6.0000 e bohr^2
Difference of second moments = 5.7600 e bohr^2
Integral of short-range potential = -1.20637 hartree bohr^3/e
Plateau C at corner, from sum = 0.150796 mhartree/e
Plateau C from moment formula = 0.150796 mhartree/e
Potential difference at face centre = 0.150201 mhartree/e
Isolated energy, true charge = 89.28571 mhartree
Periodic energy, true charge = 61.52849 mhartree
Point-charge term alpha q^2/(2 eps L) = 28.37297 mhartree
Full third-order term, true charge = -0.61575 mhartree
Model lattice correction E_lat = 28.05882 mhartree
Alignment term -qC = -0.30159 mhartree
Sum E_lat - qC = 27.75722 mhartree
Direct E_iso - E_per = 27.75722 mhartree
Alignment term -qC = -0.00821 eV
Direct E_iso - E_per = 0.75531 eV
Width 0.6 bohr: E_lat = 28.25988, -qC = -0.50265, sum = 27.75722 mhartree
Width 1.0 bohr: E_lat = 28.05882, -qC = -0.30159, sum = 27.75722 mhartree
Width 1.6 bohr: E_lat = 27.56873, -qC = 0.18850, sum = 27.75722 mhartree
Anisotropic Gaussian: widths 1.2, 1.2, 1.6 bohr; L = 24 bohr
Anisotropic, moment formula = 0.073934 mhartree/e
Anisotropic, corner = 0.073351 mhartree/e
Anisotropic, face centre x = -0.045639 mhartree/e
Anisotropic, face centre z = 0.323887 mhartree/e
Anisotropic, average of three faces = 0.077537 mhartree/e
Anisotropic, energy remainder = 0.001180 mhartree
Decay exponents in 1/L, cells of 24 and 36 bohr:
  corner error 4.989, face spread 3.015, average error 5.015, energy 5.006
Displacement of true charge = 1.0 bohr
Spurious plateau, from sum = 0.051972 mhartree/e
Spurious plateau, from formula = 0.052360 mhartree/e
Dispersive screening, kappa = 1.50 1/bohr
Dispersive screening, beta = 0.4000 bohr^2
Effective second moment = -36.2400 e bohr^2
Dispersive plateau C = -1.105840 mhartree/e
Dispersive direct E_iso - E_per = 29.01387 mhartree
Dispersive E_lat - qC = 30.27050 mhartree
Overshoot of the scheme = 1.25663 mhartree
Overshoot from formula = 1.25664 mhartree
Overshoot of the scheme = 0.03419 eV
success
```
